# Electron-lattice energy relaxation: Allen's rate and the two-temperature coupling constant, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the collision equations to the energy-transfer power

### 1. What dimensions and symmetry fix

Take a metal whose electrons are at temperature $T_e$ and whose lattice is at $T_L$. Let $P$ be the energy per unit time and volume that passes from electrons to lattice. Three conditions restrict its form.

First, $P$ vanishes at $T_e=T_L$ and changes sign with $T_e-T_L$.

Second, at lowest order $P$ is proportional to the squared electron-phonon vertex $|g|^2$ and to two densities of states, one for the initial and one for the final electron state. The dimensionless coupling $\lambda$ is proportional to $|g|^2$ and to one density of states. Hence $P\propto N\lambda$, with $N$ the density of states at the Fermi level per energy and volume.

Third, $N k_B(T_e-T_L)$ has the dimension of an inverse volume, so the remaining factor is an energy per time, that is (energy)$^2/\hbar$. Dimensions alone allow $\lambda\langle(\hbar\omega)^p\rangle (k_BT)^{2-p}/\hbar$ for any $p$. A classical picture, which should apply when both temperatures exceed the phonon energies, selects $p$. Let an ion of mass $M$ on a spring $K$ feel a friction force $-M\eta\dot x$ and a random force $F$ from the electrons, with $\langle F(t)F(t')\rangle=2M\eta k_BT_e\,\delta(t-t')$, the strength that makes $T_e$ the equilibrium temperature. The spring is conservative, so the oscillator energy changes only through friction and noise, $\dot E=-M\eta\langle\dot x^2\rangle+\langle F\dot x\rangle$. The velocity contains $M^{-1}\int^t F\,dt'$, which collects half of the delta function, so $\langle F\dot x\rangle=\eta k_BT_e$. Equipartition gives $M\langle\dot x^2\rangle=k_BT_L$. Therefore $\dot E=\eta k_B(T_e-T_L)$: linear in the difference, independent of $K$, and proportional to $1/M$, because the friction coefficient $M\eta$ belongs to the electrons. For one oscillator $\lambda\propto 1/K$ and $\omega^2=K/M$ (section 7 proves the general version), so $\lambda\omega^p\propto K^{p/2-1}M^{-p/2}$, and only $p=2$ has both properties. Thus

$$P=G\,(T_e-T_L),\qquad G=\text{const}\times\hbar k_B N\lambda\langle\omega^2\rangle .$$

The heat capacity of degenerate electrons is proportional to $Nk_B^2T_e$, so $N$ cancels in the cooling rate, $\gamma_T=G/C_e=\text{const}\times\hbar\lambda\langle\omega^2\rangle/(k_BT_e)$. The constants, $\pi$ and $3/\pi$, and the size of the corrections require the collision equations.

### 2. Conventions and elementary processes

The algebra uses atomic units, $\hbar=m_e=1$, with $k_B=1$ so that temperatures are energies. The label $k$ holds the electron wavevector and band, $Q$ the phonon wavevector and branch, and $k+Q$ is taken modulo a reciprocal lattice vector, with the final band summed over. Every sum $\sum_k$ or $\sum_Q$ means $\int d^3k/(2\pi)^3$ with the sum over bands or branches, so extensive quantities are per volume and $|g|^2$ carries a volume. The metal is nonmagnetic and the vertex conserves spin, so each spin gives the same contribution. The symbol $N_\sigma=\sum_k\delta(\varepsilon_k-E_F)$ is the band density of states for one spin and $N=2N_\sigma$.

The coupling linear in the displacements is, in a crystal of volume $V$ with discrete labels,

$$H_{ep}=V^{-1/2}\sum_{k,Q,\sigma}\Big[g(k,Q)\,c^\dagger_{k+Q,\sigma}c_{k\sigma}\,b_Q+\text{h.c.}\Big].$$

The vertex $g$ is the screened matrix element and includes the zero-point amplitude $1/\sqrt{2M\omega_Q}$. Each pair $(k,Q)$ labels one process and its reverse. Absorption of phonon $Q$ takes the electron from $k$ to $k+Q$; since $b|n\rangle=\sqrt n|n-1\rangle$, its squared amplitude is $|g|^2n_Q$. Emission of $Q$ takes it from $k+Q$ to $k$; since $b^\dagger|n\rangle=\sqrt{n+1}|n+1\rangle$, its squared amplitude is $|g|^2(n_Q+1)$. The two are Hermitian conjugates, so the same $|g(k,Q)|^2$ appears in both.

Assumption (a): the system is spatially uniform, and occupations change by one-phonon processes at golden-rule rates, with products of occupations factorized. An electron can leave an occupied state only for an empty one. The net rate of emission (emission minus absorption) for the pair $(k,Q)$ and one spin is then

$$R(k,Q)=2\pi|g(k,Q)|^2\,\delta(\varepsilon_{k+Q}-\varepsilon_k-\omega_Q)\,B,\tag{1}$$

$$B=f_{k+Q}(1-f_k)(n_Q+1)-f_k(1-f_{k+Q})\,n_Q .\tag{2}$$

### 3. The coupled equations and their conservation laws

Each net emission adds one phonon $Q$. Summing over $k$ and the two spins,

$$\dot n_Q=2\sum_k R(k,Q).\tag{3}$$

A state $k$ is the lower state of the pair $(k,Q)$, where net emission fills it, and the upper state of the pair $(k-Q,Q)$, where net emission empties it:

$$\dot f_k=\sum_Q\big[R(k,Q)-R(k-Q,Q)\big].\tag{4}$$

There is no spin factor in (4), because the electron keeps its spin. Each $R$ has two terms, so (4) has four: scattering in and out, by emission and by absorption. Equations (3) and (4) are the Bloch-Boltzmann-Peierls equations without drift terms.

In the second term of (4), summed over $k$, the label may be shifted, $k\to k+Q$, because the sum covers the whole zone. For the electron number this gives $2\sum_k\dot f_k=2\sum_{k,Q}[R(k,Q)-R(k,Q)]=0$. For the electron energy $E_e=2\sum_k\varepsilon_kf_k$ the same shift gives

$$\dot E_e=2\sum_{k,Q}\big(\varepsilon_k-\varepsilon_{k+Q}\big)R(k,Q)=-2\sum_{k,Q}\omega_QR(k,Q)=-\sum_Q\omega_Q\dot n_Q .\tag{5}$$

The second equality uses the delta function in (1), and the third uses (3). So $P\equiv-\dot E_e=\sum_Q\omega_Q\dot n_Q$ for any $f$ and $n$, and the power can be computed from the simpler equation (3). The numerical check integrates (4) and (3) separately for nonthermal $f$ and $n$; it asserts that the two powers agree to $10^{-4}$ relative and that the number change is below $10^{-6}$ of $2\sum_k|\dot f_k|$.

Electron-electron collisions conserve $E_e$, and phonon-phonon collisions conserve the phonon energy to the order at which the anharmonic interaction energy is neglected. They add nothing to (5). Their role is to shape the distributions that enter $B$.

### 4. Thermal distributions

Write $f=f_k$, $f'=f_{k+Q}$, $n=n_Q$, $\omega=\omega_Q$. The terms of (2) proportional to $n$ are $n[f'-f'f-f+ff']=-n(f-f')$, so without any assumption

$$B=f'(1-f)-n\,(f-f').\tag{6}$$

The first term is spontaneous emission; the second is the excess of absorption over stimulated emission.

Assumption (b): electron-electron scattering keeps $f$ a Fermi function with temperature $T_e$ and chemical potential $\mu$. Set $X=e^{(\varepsilon-\mu)/T_e}$ and $Y=e^{\omega/T_e}$. On the energy shell $f=1/(X+1)$ and $f'=1/(XY+1)$. Then

$$f'(1-f)=\frac{X}{(X+1)(XY+1)},\qquad f-f'=\frac{(XY+1)-(X+1)}{(X+1)(XY+1)}=\frac{X(Y-1)}{(X+1)(XY+1)} .$$

The ratio of the two is $1/(Y-1)$, the Bose function $n(\omega,T)=1/(e^{\omega/T}-1)$ at $T=T_e$. Inserting $f'(1-f)=n(\omega,T_e)(f-f')$ in (6),

$$B=\big[f(\varepsilon)-f(\varepsilon+\omega)\big]\big[n(\omega,T_e)-n_Q\big].\tag{7}$$

The first bracket is positive. Each mode is therefore driven toward the Bose occupation at the electron temperature, and every $R$ vanishes when $n_Q=n(\omega_Q,T_e)$, which is detailed balance.

### 5. The energy window and the phonon linewidth

Sort the $k$ sum by energy with

$$S_Q(\varepsilon,\varepsilon')=\sum_k|g(k,Q)|^2\,\delta(\varepsilon-\varepsilon_k)\,\delta(\varepsilon'-\varepsilon_{k+Q}).$$

Inserting $1=\int d\varepsilon\,\delta(\varepsilon-\varepsilon_k)$ in (3) and using (1) and (7),

$$\dot n_Q=4\pi\big[n(\omega_Q,T_e)-n_Q\big]\int d\varepsilon\;S_Q(\varepsilon,\varepsilon+\omega_Q)\big[f(\varepsilon)-f(\varepsilon+\omega_Q)\big].\tag{8}$$

The factor $4\pi$ is the spin factor 2 times the golden-rule $2\pi$. The area of the window $f(\varepsilon)-f(\varepsilon+\omega)$ follows by shifting the variable in the second term. With energies measured from $\mu$,

$$\int_{-L}^{L}\!\big[f(\varepsilon)-f(\varepsilon+\omega)\big]d\varepsilon=\int_{-L}^{-L+\omega}\!f\,d\varepsilon-\int_{L}^{L+\omega}\!f\,d\varepsilon\;\longrightarrow\;\omega\quad(L\to\infty),\tag{9}$$

since $f\to1$ at the lower end and $f\to0$ at the upper end. The area does not depend on $T_e$, nor on the shape of $f$ between its limits.

Assumption (d): $S_Q$ is nearly constant across the window and may be evaluated at $E_F$. (The letter (c) is kept for the phonon distribution.) The error can be sized. The window equals $\int_0^\omega d\nu\,[-\partial_\varepsilon f(\varepsilon+\nu)]$, the convolution of $-\partial_\varepsilon f$ with a box of width $\omega$. As a function of the midpoint energy $\varepsilon+\omega/2$ it is symmetric about $\mu$, and its variance is the sum $\pi^2T_e^2/3+\omega^2/12$ (the first term is evaluated in section 11). A variation of $S_Q$ linear in the midpoint energy therefore averages out. A variation linear in the difference $\varepsilon'-\varepsilon=\omega$ cancels between $Q$ and $-Q$: Hermiticity of the displacement potential gives $|g(k+Q,-Q)|=|g(k,Q)|$, and shifting $k$ then gives $S_{-Q}(\varepsilon',\varepsilon)=S_Q(\varepsilon,\varepsilon')$, so $S_Q+S_{-Q}$ is symmetric in its arguments. If $S$ varies on an electronic energy scale $W$, the relative error in the power is of order $(T_e/W)^2$ and $(\omega/W)^2$; the drift of $\mu$ from $E_F$ enters at the same order. The assumption fails for an intraband optical mode with $q v_F<\omega$, where no pair of states satisfies the delta function, but such wavevectors fill a fraction of the zone of order $(\omega/E_F)^3$. For free electrons and a constant vertex $S_Q$ grows as $1/q$ at small $q$, so their share of the power is of order $(\omega/E_F)^2$, which is still negligible.

With (9), equation (8) becomes

$$\dot n_Q=2\gamma_Q\big[n(\omega_Q,T_e)-n_Q\big],\qquad \gamma_Q=2\pi\omega_Q\,S_Q(E_F,E_F).\tag{10}$$

The occupation, quadratic in the mode amplitude, relaxes at the rate $2\gamma_Q$, so the amplitude decays at $\gamma_Q$, which is the half width of the phonon line due to electrons. The rate $2\gamma_Q$ is the friction $\eta$ of section 1.

### 6. The Eliashberg function and the power at any temperature

Assumption (c): anharmonic scattering keeps all phonons in one Bose distribution, $n_Q=n(\omega_Q,T_L)$. Then (5) and (10) give

$$P=4\pi\sum_Q\omega_Q^2\,S_Q(E_F,E_F)\big[n(\omega_Q,T_e)-n(\omega_Q,T_L)\big].$$

The summand depends on $Q$ through $S_Q$ and $\omega_Q$ only, so the modes can be sorted by frequency. Define

$$\alpha^2F(\Omega)=\frac1{N_\sigma}\sum_QS_Q(E_F,E_F)\,\delta(\Omega-\omega_Q),\qquad \lambda\langle\omega^p\rangle=2\int_0^\infty d\Omega\,\alpha^2F(\Omega)\,\Omega^{p-1},\tag{11}$$

where $p=0$ defines $\lambda$ itself. Since $4\pi N_\sigma=2\pi N$,

$$P=2\pi N\int_0^\infty d\Omega\;\alpha^2F(\Omega)\,\Omega^2\big[n(\Omega,T_e)-n(\Omega,T_L)\big].\tag{12}$$

One power of $\Omega$ is the energy of the phonon and the other is the area of the window. Equation (12) holds under (a) to (d) for any ratio of temperature to phonon energy.

The factor $N_\sigma$ in (11) must be the one that makes $\lambda$ the mass enhancement known from superconductivity; a different choice would change the final constant by a factor 2. Second-order perturbation theory at $T=0$ settles this. Let $\xi=\varepsilon-E_F$ and add an electron of energy $E$ in state $k$. It can emit a virtual phonon and pass to an empty state $k'$ of the same spin, which shifts its energy by $|g|^2(1-f')/(E-\xi'-\omega)$. Its presence also blocks the ground-state fluctuation in which an electron from an occupied $k'$ enters $k$ while emitting a phonon. That fluctuation contributed $|g|^2f'/(\xi'-E-\omega)$, and removing it adds the opposite. The self-energy is

$$\Sigma(k,E)=\sum_Q|g|^2\left[\frac{1-f'}{E-\xi'-\omega_Q}+\frac{f'}{E-\xi'+\omega_Q}\right].$$

At $E=0$ the first term has $\xi'>0$ and the second $\xi'<0$, and in both cases $-\partial_E$ of the term is $1/(|\xi'|+\omega_Q)^2$. Averaging over the Fermi surface of one spin with $N_\sigma^{-1}\sum_k\delta(\xi_k)$, and using (d),

$$-\overline{\partial_E\Sigma}=\frac1{N_\sigma}\sum_QS_Q\int_{-\infty}^{\infty}\frac{d\xi'}{(|\xi'|+\omega_Q)^2}=\frac1{N_\sigma}\sum_Q\frac{2S_Q}{\omega_Q}=2\int d\Omega\,\frac{\alpha^2F(\Omega)}{\Omega}=\lambda .\tag{13}$$

The quasiparticle condition $E=\xi+\Sigma(E)\approx\xi-\lambda E$, with the $k$ dependence of $\Sigma$ neglected, gives $E=\xi/(1+\lambda)$, so $m^*/m=1+\lambda$. Thus $\alpha^2F$ is normalized per spin, while $N$ in (12) counts both spins, because both spins lose energy.

### 7. Why the second moment is special

At fixed $k$ and phonon wavevector, let $a$ label the $3s$ Cartesian displacements of the $s$ atoms in the cell, with masses $M_a$. Let $I_a$ be the screened matrix element of the potential gradient for displacement $a$, and $K$ the Hermitian force-constant matrix. The modes solve $M^{-1/2}KM^{-1/2}e_\nu=\omega_\nu^2e_\nu$ with orthonormal $e_\nu$, and the vertex is $g_\nu=\sum_ae_{a\nu}I_a/\sqrt{2M_a\omega_\nu}$. Define the vector $J$ by $J_a=I_a^*/\sqrt{M_a}$, so that $2\omega_\nu|g_\nu|^2=|J^\dagger e_\nu|^2$. Completeness, $\sum_\nu e_\nu e_\nu^\dagger=1$, and the spectral form of the inverse, $\sum_\nu e_\nu e_\nu^\dagger/\omega_\nu^2=M^{1/2}K^{-1}M^{1/2}$, give

$$\sum_\nu2|g_\nu|^2\omega_\nu=\sum_a\frac{|I_a|^2}{M_a},\qquad\sum_\nu\frac{2|g_\nu|^2}{\omega_\nu}=\sum_{ab}I_a\,(K^{-1})_{ab}\,I_b^* .\tag{14}$$

By (11), the first sum builds $\lambda\langle\omega^2\rangle$ and the second builds $\lambda$. So $\lambda\langle\omega^2\rangle=\sum_\kappa\eta_\kappa/M_\kappa$, where the Hopfield parameter $\eta_\kappa$ is the double Fermi-surface sum of $|I|^2$ for atom $\kappa$ divided by $N_\sigma$. At fixed $I$, the second moment is independent of the force constants and $\lambda$ is independent of the masses, which are the scalings used in section 1. In a real metal the same screening shapes $I$ and $K$, so they cannot be varied independently; the statement concerns the structure of the formula. The numerical check diagonalizes two $6\times6$ force-constant matrices and confirms both sums in (14): the first is the same for both, while the second is 3.85 times larger for the softer matrix.

### 8. A model with closed forms

Take free electrons, $\varepsilon_k=k^2/2m$, with $m=1$ kept as a letter so that units can be restored. There is one electron per atom at atomic density $n_a$, so $k_F^3=3\pi^2n_a$ and $N_\sigma=mk_F/2\pi^2$. The phonons form three Debye branches, $\omega=cq$ for $q<q_D$, with $q_D^3=6\pi^2n_a$ and $\omega_D=cq_D$. Electrons feel the deformation potential $D\,\nabla\!\cdot\!u$, and umklapp is left out. A mode contributes $u=\hat e\,(2\rho V\omega)^{-1/2}b\,e^{iq\cdot r}+\text{h.c.}$ with mass density $\rho=n_aM$. The divergence brings $iq\cdot\hat e$, which is zero for the transverse branches and $iq$ for the longitudinal one:

$$|g|^2=\frac{D^2q^2}{2\rho\omega}=\frac{D^2q}{2\rho c}.$$

With $u_c=\cos\theta$ between $k$ and $q$, the measure is $d^3k/(2\pi)^3=k^2dk\,du_c/4\pi^2$, and $\varepsilon_{k+q}=\varepsilon_k+kqu_c/m+q^2/2m$. The angular delta function gives $m/kq$ if its root lies in $[-1,1]$, and the radial one gives $k^2\,dk/d\varepsilon=mk$. The factors of $k$ cancel:

$$S_q(\varepsilon,\varepsilon+\omega)=|g|^2\,\frac{m^2}{4\pi^2q}\quad\text{if }\;\Big|\omega-\frac{q^2}{2m}\Big|<\frac{kq}{m},\qquad 0\ \text{otherwise}.\tag{15}$$

Above a threshold, $S_q$ does not depend on $\varepsilon$ at all. At large $q$ the threshold is $k\approx q/2$, or $\varepsilon_{\min}\approx E_F(q/2k_F)^2$. Here $q_D/2k_F=2^{-2/3}$, so $\varepsilon_{\min}\le2^{-4/3}E_F\approx0.4E_F$, and assumption (d) holds for the power up to terms of order $e^{-0.6E_F/T_e}$.

From (11), with $\sum_q=\int q^2dq/2\pi^2$ and $\delta(\Omega-cq)$ giving $1/c$ at $q=\Omega/c$,

$$\alpha^2F=\frac{2\pi^2}{mk_F}\cdot\frac{q^2}{2\pi^2c}\cdot\frac{D^2q}{2\rho c}\cdot\frac{m^2}{4\pi^2q}=A\,\Omega^2,\qquad A=\frac{mD^2}{8\pi^2\rho c^4k_F},\qquad\Omega<\omega_D .\tag{16}$$

The moments are $\lambda\langle\omega^p\rangle=2A\,\omega_D^{p+2}/(p+2)$, so

$$\lambda=A\omega_D^2,\qquad\langle\omega^2\rangle=\tfrac12\omega_D^2,\qquad\langle\omega^4\rangle=\tfrac13\omega_D^4,\qquad\langle\omega^6\rangle=\tfrac14\omega_D^6 .\tag{17}$$

The product $\lambda\langle\omega^2\rangle=mD^2q_D^4/(16\pi^2\rho k_F)$ contains no sound velocity, in accord with (14). The linewidth (10) is

$$\gamma_q=2\pi\omega\cdot\frac{D^2q}{2\rho c}\cdot\frac{m^2}{4\pi^2q}=\frac{m^2D^2}{4\pi\rho c}\,\omega ,\tag{18}$$

linear in frequency. In (13) the $\xi'$ integral runs in this model only between $\xi_\mp=q^2/2m\mp k_Fq/m$ and equals $2/\omega-1/(|\xi_-|+\omega)-1/(\xi_++\omega)$. The self-energy slope is therefore below $\lambda$ by a relative amount of order $\omega/|\xi_\pm|\sim c/v_F$.

## Second half: the high-temperature limit, the cooling law and its limits

### 9. Symbols and results carried over

Units are $\hbar=k_B=m_e=1$. The power per volume from electrons to phonons is $P=-\dot E_e=\sum_Q\omega_Q\dot n_Q$. The density of states $N=2N_\sigma$ counts both spins, $n(\Omega,T)$ is the Bose function, and $\lambda\langle\omega^p\rangle=2\int\alpha^2F\,\Omega^{p-1}d\Omega$ with $\lambda$ the mass enhancement. The assumptions are (a) uniform golden-rule one-phonon scattering, (b) Fermi electrons at $T_e$, (c) Bose phonons at $T_L$, (d) smooth electronic structure near $E_F$. The results used are the general bracket $B=f'(1-f)-n(f-f')$ of (6), the mode equation $\dot n_Q=2\gamma_Q[n(\omega_Q,T_e)-n_Q]$ of (10), the power $P=2\pi N\int\alpha^2F\,\Omega^2[n(\Omega,T_e)-n(\Omega,T_L)]d\Omega$ of (12), and the Debye model with $\alpha^2F=A\Omega^2$, moments (17) and $\gamma_q\propto\omega$.

Under assumptions (a) to (d), equation (12) now gives the power from electrons to lattice for any ratio of temperature to phonon energy. What remains is to take the high-temperature limit, which fixes $G$ and Allen's cooling rate, and to examine where that result fails.
